# Why a Smaller Eroded Target Can Suppress Hysteresis in Reactive Sputtering: verification in Python

```python
"""
Reactive sputtering of Ti in Ar/N2: does a smaller eroded area remove hysteresis?
Result under test: with f = (N2 flux)/(flux that half-poisons the target),
  2*flow/(ions*Yc) = Q(f) = s f + f/(1+f) + r y f/(r f^2 + (r+1) f + y),
  y = Ym/Yc, r = ac*Ac/(at*A), s = 4 S/(v at A).
Hysteresis exists where Q falls. It is impossible if s >= y-1, and its
existence does not depend on current, only on areas, pump, sticking and yields.
A: eroded area, Ac: collector area, S: pumping speed, v: mean N2 speed,
at, ac: sticking on target and collector, Ym, Yc: metal and compound yields,
ions: ions per second. SI units inside; printed units are stated.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

TEMP = 300.0
KT = const.k * TEMP
MASS = 28.014 * const.atomic_mass
SPEED = np.sqrt(8 * KT / (np.pi * MASS))
KAPPA = 1 / np.sqrt(2 * np.pi * MASS * KT)      # molecular flux per pascal
MTORR = const.torr * 1e-3
SCCM = const.atm * 1e-6 / (const.k * 273.15) / 60
CM2 = 1e-4
AT, AC = 0.5, 0.5
YM, YC = 0.5, 0.1
COLLECTOR = 1000 * CM2
PUMP = 0.050
VOLUME = 0.030
SITES = 1e19
ARGON = 3 * MTORR
VOLTAGE = 400.0
LOW, HIGH = 0.1, 1.0                            # discharge currents, A
BIG, SMALL = 20 * CM2, 2 * CM2
Y = YM / YC
GRID = np.logspace(-3, 3, 4001)


def ions_of(current):
    return current / const.e


def numbers(area, pump=PUMP):
    return AC * COLLECTOR / (AT * area), 4 * pump / (SPEED * AT * area)


def supply(f, y, r, s):
    return s * f + f / (1 + f) + r * y * f / (r * f**2 + (r + 1) * f + y)


def slope(f, y, r, s):
    den = r * f**2 + (r + 1) * f + y
    return s + 1 / (1 + f)**2 + r * y * (y - r * f**2) / den**2


def half_pressure(area, current):
    return ions_of(current) * YC / (2 * AT * KAPPA * area)


def threshold(y=Y, pump=PUMP):
    def lowest(area):
        return slope(GRID, y, *numbers(area, pump)).min()
    return brentq(lowest, SMALL, BIG, xtol=1e-10)


def rates(state, flow, area, current):
    """Time-dependent balances; state = pressure in mTorr, target, collector."""
    p, target, film = state
    ions = ions_of(current)
    flux = KAPPA * p * MTORR
    gas = (flow - PUMP * p * MTORR / KT - AT * flux * (1 - target) * area
           - AC * flux * (1 - film) * COLLECTOR)
    d_target = 2 * AT * flux * (1 - target) - ions / area * YC * target
    d_film = (2 * AC * flux * (1 - film)
              + ions * YC * target * (1 - film) / COLLECTOR
              - ions * YM * (1 - target) * film / COLLECTOR)
    return np.array([gas * KT / VOLUME / MTORR, d_target / SITES,
                     d_film / SITES])


def steady(f, area, current):
    """Steady state and its flow from the derived formulas."""
    r, s = numbers(area)
    film = 1 - Y / (r * f * (1 + f) + f + Y)
    state = np.array([f * half_pressure(area, current) / MTORR,
                      f / (1 + f), film])
    return state, ions_of(current) * YC / 2 * supply(f, Y, r, s)


def growth_rate(f, area, current):
    """Largest real part of the eigenvalues of the numerical Jacobian."""
    state, flow = steady(f, area, current)
    assert np.max(np.abs(rates(state, flow, area, current))) < 1e-9
    jac = np.zeros((3, 3))
    for k in range(3):
        step = np.zeros(3)
        step[k] = 1e-5 * state[k]
        jac[:, k] = (rates(state + step, flow, area, current)
                     - rates(state - step, flow, area, current)) / (2 * step[k])
    return np.linalg.eigvals(jac).real.max()


def ramp(area, current, scaled_flows):
    """Raise then lower the flow in steps, letting the plant settle each time."""
    unit = ions_of(current) * YC / 2
    state = np.array([1e-4, 0.01, 0.1])
    branches = []
    for flows in (scaled_flows, scaled_flows[::-1]):
        branch = []
        for q in flows:
            sol = solve_ivp(lambda t, x: rates(x, q * unit, area, current),
                            (0, 1000), state, method="LSODA",
                            rtol=1e-7, atol=1e-10)
            assert sol.success
            state = sol.y[:, -1]
            branch.append(state)
        branches.append(np.array(branch))
    up, down = branches[0], branches[1][::-1]
    loop = np.max(down[:, 0] / up[:, 0])
    jump_up = scaled_flows[1 + np.argmax(up[1:, 0] / up[:-1, 0])]
    jump_down = scaled_flows[np.argmax(down[1:, 0] / down[:-1, 0])]
    return up, loop, jump_up, jump_down


def raw_lowest_slope(zones, implant=False):
    """min dq/dp over pressure, in units of the pump's own slope.
    zones: list of (area, current); implant adds N2 ions hitting the target."""
    p = np.logspace(-6, 1.5, 12001)
    compound, metal = 0.0, 0.0
    for area, current in zones:
        ions = ions_of(current)
        gain = 2 * AT * KAPPA * p * area
        if implant:
            gain = gain + 2 * ions * p / (ARGON + p)
        target = gain / (gain + ions * YC)
        compound = compound + ions * YC * target
        metal = metal + ions * YM * (1 - target)
    arrive = 2 * AC * KAPPA * p * COLLECTOR
    free = metal / (arrive + compound + metal)
    flow = PUMP * p / KT + (compound + arrive * free) / 2
    return np.min(np.gradient(flow, p)[1:-1]) / (PUMP / KT)


# The inequality behind the sufficient bound: all coefficients are positive.
f_, y_, r_ = sp.symbols("f y r", positive=True)
gap = sp.expand((r_ * f_ * (1 + f_) + f_ + y_)**2
                - r_ * (r_ * f_**2 - y_) * (1 + f_)**2)
assert all(c > 0 for c in sp.Poly(gap, f_, y_, r_).coeffs())

# The bound on random plants, its sharpness, and the case y <= 1.
rng = np.random.default_rng(4)
for _ in range(300):
    y_try, r_try = rng.uniform(1.2, 50), 10**rng.uniform(-2, 6)
    assert np.all(np.diff(supply(GRID, y_try, r_try, y_try - 1)) > 0)
    assert np.all(np.diff(supply(GRID, rng.uniform(0.1, 1), r_try, 0.01)) > 0)
assert np.any(np.diff(supply(GRID, Y, 1e10, 0.98 * (Y - 1))) < 0)

# Threshold area: formula, raw flow curve, and stability of the dynamics.
area_bound = 4 * PUMP / (SPEED * AT * (Y - 1))
area_star = threshold()
area_raw = brentq(lambda a: raw_lowest_slope([(a, LOW)]), SMALL, BIG, xtol=1e-10)
assert abs(area_raw / area_star - 1) < 1e-3
assert area_bound < area_star
scan = np.logspace(-1.5, 1.3, 300)
for amps in (LOW, HIGH):
    assert max(growth_rate(f, 0.98 * area_star, amps) for f in scan) < 0
    assert max(growth_rate(f, 1.02 * area_star, amps) for f in scan) > 0

# Folds of the large target from the formula, against ramps of the dynamics.
r_big, s_big = numbers(BIG)
values = slope(GRID, Y, r_big, s_big)
turns = np.where(values[1:] * values[:-1] < 0)[0]
assert len(turns) == 2
folds = [brentq(slope, GRID[i], GRID[i + 1], args=(Y, r_big, s_big))
         for i in turns]
fold_q = [supply(f, Y, r_big, s_big) for f in folds]
window = np.linspace(0.92 * fold_q[1], 1.07 * fold_q[0], 45)
ramps = {}
for name, area, amps, flows in (
        ("large area, low current", BIG, LOW, window),
        ("small area, low current", SMALL, LOW, np.linspace(2, 12, 45)),
        ("large area, high current", BIG, HIGH, window)):
    result = ramp(area, amps, flows)
    ramps[name] = result
    p_settled = result[0][:, 0] * MTORR
    expected = p_settled / (p_settled + half_pressure(area, amps))
    assert np.max(np.abs(result[0][:, 1] - expected)) < 0.01
    if area == BIG:
        assert result[1] > 1.5
        assert abs(result[2] / fold_q[0] - 1) < 0.02
        assert abs(result[3] / fold_q[1] - 1) < 0.02
    else:
        assert abs(result[1] - 1) < 1e-3

# Neglected effects.
area_implant = ions_of(LOW) / (AT * KAPPA * ARGON)
star_implant = brentq(lambda a: raw_lowest_slope([(a, LOW)], True),
                      0.5 * CM2, BIG, xtol=1e-10)
assert abs(star_implant / (area_star - area_implant) - 1) < 0.03
current_limit = area_star * AT * KAPPA * ARGON * const.e
tiny_high = raw_lowest_slope([(0.1 * CM2, HIGH)], True)
assert tiny_high < 0
small_implant = raw_lowest_slope([(SMALL, LOW)], True)
assert small_implant > 0
halo = raw_lowest_slope([(SMALL, 0.9 * LOW), (BIG - SMALL, 0.1 * LOW)])
assert halo > 0
star_hot = threshold(pump=PUMP * np.sqrt(400 / TEMP))
star_yield = threshold(y=1.1 * Y)

print(f"sticking on target, collector: {AT}, {AC}")
print(f"yields, metal and compound: {YM}, {YC} per ion; ratio y = {Y:.1f}")
print(f"pumping speed: {PUMP*1e3:.0f} L/s; collector: {COLLECTOR/CM2:.0f} cm2")
print(f"argon pressure: {ARGON/MTORR:.1f} mTorr; gas temperature: {TEMP:.0f} K")
print(f"mean N2 speed: {SPEED:.1f} m/s")
for name, area, amps in (("large area, low current", BIG, LOW),
                         ("small area, low current", SMALL, LOW),
                         ("large area, high current", BIG, HIGH)):
    r, s = numbers(area)
    print(f"[{name}] {area/CM2:.0f} cm2, {amps} A: "
          f"{amps*1e3/(area/CM2):.0f} mA/cm2, r = {r:.0f}, s = {s:.3f}")
    print(f"  half-poisoning N2 pressure: "
          f"{half_pressure(area, amps)/MTORR:.4f} mTorr")
    print(f"  lowest dq/dp over pump slope: "
          f"{raw_lowest_slope([(area, amps)]):.3f}")
    print(f"  ramp: largest pressure ratio down/up = {ramps[name][1]:.3f}")
    print(f"  heat load at {VOLTAGE:.0f} V: "
          f"{VOLTAGE*amps/(area/CM2):.0f} W/cm2")
for name, amps in (("large area, low current", LOW),
                   ("large area, high current", HIGH)):
    unit = ions_of(amps) * YC / 2 / SCCM
    print(f"[{name}] fold flows, formula: up {fold_q[0]*unit:.4f}, "
          f"down {fold_q[1]*unit:.4f} sccm")
    print(f"  jumps seen in ramp: up {ramps[name][2]*unit:.4f}, "
          f"down {ramps[name][3]*unit:.4f} sccm")
    print(f"  N2 pressure at folds: "
          f"{folds[0]*half_pressure(BIG, amps)/MTORR:.4f}, "
          f"{folds[1]*half_pressure(BIG, amps)/MTORR:.4f} mTorr")
print(f"sufficient area for no hysteresis: {area_bound/CM2:.2f} cm2")
print(f"actual threshold area: {area_star/CM2:.2f} cm2")
print(f"threshold from raw balances: {area_raw/CM2:.2f} cm2")
for label, area in (("20 cm2", BIG), ("2 cm2", SMALL)):
    f95 = brentq(lambda f: steady(f, area, LOW)[0][2] - 0.95, 1e-3, 1e2)
    state, flow = steady(f95, area, LOW)
    r, s = numbers(area)
    rate = (YM * (1 - state[1]) + YC * state[1]) / YM
    print(f"film 95% compound, {label}, 0.1 A: N2 {state[0]:.4f} mTorr, "
          f"flow {flow/SCCM:.4f} sccm")
    print(f"  target compound fraction {state[1]:.3f}, Ti rate over metal "
          f"rate {rate:.3f}, dq/dp over pump slope {slope(f95, Y, r, s)/s:.3f}")
print(f"implantation: equivalent area at 0.1 A: {area_implant/CM2:.2f} cm2")
print(f"  threshold area with implantation: {star_implant/CM2:.2f} cm2")
print(f"  2 cm2, 0.1 A: lowest dq/dp over pump slope {small_implant:.3f}")
print(f"  0.1 cm2, 1 A: lowest dq/dp over pump slope {tiny_high:.3f}")
print(f"  current above which no area suffices: about {current_limit:.2f} A")
print(f"threshold with gas at 400 K near surfaces: {star_hot/CM2:.2f} cm2")
print(f"threshold with yield ratio 10% higher: {star_yield/CM2:.2f} cm2")
print(f"10% of current on 18 cm2 halo: lowest dq/dp over pump slope {halo:.3f}")
print("every check passed")
```

Output:

```
sticking on target, collector: 0.5, 0.5
yields, metal and compound: 0.5, 0.1 per ion; ratio y = 5.0
pumping speed: 50 L/s; collector: 1000 cm2
argon pressure: 3.0 mTorr; gas temperature: 300 K
mean N2 speed: 476.2 m/s
[large area, low current] 20 cm2, 0.1 A: 5 mA/cm2, r = 50, s = 0.420
  half-poisoning N2 pressure: 0.0081 mTorr
  lowest dq/dp over pump slope: -0.925
  ramp: largest pressure ratio down/up = 13.229
  heat load at 400 V: 2 W/cm2
[small area, low current] 2 cm2, 0.1 A: 50 mA/cm2, r = 500, s = 4.200
  half-poisoning N2 pressure: 0.0814 mTorr
  lowest dq/dp over pump slope: 0.547
  ramp: largest pressure ratio down/up = 1.000
  heat load at 400 V: 20 W/cm2
[large area, high current] 20 cm2, 1.0 A: 50 mA/cm2, r = 50, s = 0.420
  half-poisoning N2 pressure: 0.0814 mTorr
  lowest dq/dp over pump slope: -0.925
  ramp: largest pressure ratio down/up = 13.229
  heat load at 400 V: 20 W/cm2
[large area, low current] fold flows, formula: up 0.2407, down 0.2185 sccm
  jumps seen in ramp: up 0.2409, down 0.2177 sccm
  N2 pressure at folds: 0.0037, 0.0158 mTorr
[large area, high current] fold flows, formula: up 2.4072, down 2.1848 sccm
  jumps seen in ramp: up 2.4086, down 2.1772 sccm
  N2 pressure at folds: 0.0369, 0.1583 mTorr
sufficient area for no hysteresis: 2.10 cm2
actual threshold area: 6.27 cm2
threshold from raw balances: 6.27 cm2
film 95% compound, 20 cm2, 0.1 A: N2 0.0078 mTorr, flow 0.2294 sccm
  target compound fraction 0.490, Ti rate over metal rate 0.608, dq/dp over pump slope -0.824
film 95% compound, 2 cm2, 0.1 A: N2 0.0133 mTorr, flow 0.3416 sccm
  target compound fraction 0.140, Ti rate over metal rate 0.888, dq/dp over pump slope 0.682
implantation: equivalent area at 0.1 A: 1.09 cm2
  threshold area with implantation: 5.20 cm2
  2 cm2, 0.1 A: lowest dq/dp over pump slope 0.381
  0.1 cm2, 1 A: lowest dq/dp over pump slope -0.327
  current above which no area suffices: about 0.58 A
threshold with gas at 400 K near surfaces: 7.90 cm2
threshold with yield ratio 10% higher: 5.42 cm2
10% of current on 18 cm2 halo: lowest dq/dp over pump slope 0.537
every check passed
```
